# Why one percent metal dominates radical wall loss in quartz

**Question**

I am working on an exercise about oxygen atoms in a plasma chamber. The inner wall is 99 percent quartz, with a loss probability of 0.0001 per impact, and 1 percent metal, with a loss probability of 0.1. The chamber is "well mixed". I am asked to show that the metal causes about 91 percent of the radical loss.

I am stuck on the weighting. Ninety-nine impacts out of a hundred are on quartz, so I expected quartz to matter most. I also don't see why I may use the same gas density in front of both materials, when the metal removes atoms a thousand times more readily. Does the result depend on temperature, chamber size or pumping?

**Answer**

Your count of impacts is right, but each impact has to be weighted by its chance of removing the atom. Take 100 impacts spread evenly over the wall. On average one is on metal and removes 0.1 atom. The other 99 are on quartz and together remove \(99\times0.0001=0.0099\) atom. The metal therefore removes about ten times as much as the quartz. To turn this into a proof, we need the impact rate on each material and the meaning of "well mixed".

**The impact rate**

Let \(n\) be the number density of the radicals, \(m\) their mass and \(T\) the gas temperature. I assume that the atoms arriving at the wall have a Maxwellian velocity distribution with the same \(n\) and \(T\) everywhere. That is what "well mixed" has to supply.

Let \(v_z\) be the velocity component towards the wall. In a time \(dt\), atoms with a given \(v_z>0\) reach a unit area of wall if they start within a distance \(v_z\,dt\). The integrals over the two parallel components each give 1, so the number of impacts per area and time is

\[
\Gamma=n\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty v_z\,e^{-mv_z^2/(2k_BT)}\,dv_z .
\]

The integral equals \(k_BT/m\), and hence

\[
\Gamma=n\sqrt{\frac{k_BT}{2\pi m}} .
\]

This is usually written with the mean speed,

\[
\bar v=4\pi\left(\frac{m}{2\pi k_BT}\right)^{3/2}\int_0^\infty v^3e^{-mv^2/(2k_BT)}\,dv .
\]

Here the integral is \(2(k_BT/m)^2\), which gives

\[
\bar v=\sqrt{\frac{8k_BT}{\pi m}},\qquad \Gamma=\frac{n\bar v}{4}.
\]

The impact rate contains no property of the wall material. Quartz and metal receive the same number of impacts per unit area.

**The metal's share**

Let \(A\) be the total inner area, \(f_m=0.01\) and \(f_q=0.99\) the area fractions, and \(\gamma_m=0.1\) and \(\gamma_q=0.0001\) the loss probabilities. Here \(\gamma\) is the chance that one impact removes the radical for good, by recombination or by lasting sticking. I take it to be independent of \(n\). The numbers of radicals lost per unit time are

\[
L_m=\gamma_m\frac{n\bar v}{4}f_mA,\qquad
L_q=\gamma_q\frac{n\bar v}{4}f_qA .
\]

In the ratio, the common factor \(n\bar vA/4\) cancels:

\[
\frac{L_m}{L_q}=\frac{f_m\gamma_m}{f_q\gamma_q}
=\frac{0.01\times0.1}{0.99\times0.0001}
=\frac{0.001000}{0.000099}=10.1 .
\]

The metal's share of the wall loss is therefore

\[
S=\frac{L_m}{L_m+L_q}
=\frac{f_m\gamma_m}{f_m\gamma_m+f_q\gamma_q}
=\frac{0.001000}{0.001099}=0.910 .
\]

This is the required 91 percent. The metal has 99 times less area but a loss probability 1000 times larger, and \(1000/99=10.1\). Temperature, radical mass and chamber size drop out as long as the fractions and loss probabilities are held fixed. In reality, \(\gamma\) may itself change with temperature.

Two limits check the formula. If \(\gamma_m=\gamma_q\), then \(S=f_m\), so the share is just the area fraction. If \(\gamma_q\to0\), then \(S\to1\), because the metal is the only sink left on the wall.

The shares are equal when \(f_m\gamma_m=(1-f_m)\gamma_q\). Collecting the terms in \(f_m\) gives

\[
f_m=\frac{\gamma_q}{\gamma_m+\gamma_q}=\frac{0.0001}{0.1001}\approx0.001 .
\]

With these two loss probabilities, a metal area of only 0.1 percent already takes half of the wall loss.

**Following one atom**

The same result can be found by following a single atom. In a well-mixed chamber, each impact is on metal with probability \(f_m\), whatever happened before. This is an idealisation: an atom leaving a flat metal patch without gas collisions cannot hit it again at once, but such memory fades within a few impacts. The chance of being lost at an impact is then

\[
\gamma_{\rm eff}=f_m\gamma_m+f_q\gamma_q=0.001099 .
\]

The atom makes impact number \(j+1\) if it has survived the first \(j\), which has probability \((1-\gamma_{\rm eff})^j\). The mean number of impacts, including the last one, is the sum of these probabilities:

\[
N=\sum_{j=0}^{\infty}(1-\gamma_{\rm eff})^j=\frac{1}{\gamma_{\rm eff}}\approx910 .
\]

Of these, about 901 are on quartz and 9.1 on metal. The chance that the atom ends on the metal is \(9.1\times0.1=0.91\). So quartz does receive nearly all the impacts, as you said, but 901 impacts at a chance of 0.0001 each remove only 0.09 atom.

**Rates in a definite chamber**

Take oxygen atoms in the afterglow of an O\(_2\) discharge, at 300 K and 5 mTorr. The chamber is a cylinder of radius 15 cm and height 20 cm, and the metal is a disc in the centre of the bottom. The inner area is 3299 cm\(^2\) and the volume \(V\) is 14.14 litres. One percent of the area is 33 cm\(^2\), which gives a disc radius of 3.24 cm.

With wall loss alone, the number of radicals \(nV\) obeys

\[
V\frac{dn}{dt}=-\gamma_{\rm eff}\frac{n\bar v}{4}A .
\]

Dividing by \(V\) gives \(dn/dt=-kn\), an exponential decay with rate

\[
k=\gamma_{\rm eff}\,\frac{\bar vA}{4V}.
\]

The factor \(\bar vA/(4V)\) is the impact rate of one atom: there are \(n\bar vA/4\) impacts per second, shared by \(nV\) atoms. The length \(4V/A\) is 17.14 cm and \(\bar v=630.1\) m/s, so

\[
\frac{\bar vA}{4V}=\frac{630.1\ \mathrm{m/s}}{0.1714\ \mathrm m}\approx3676\ \mathrm{s^{-1}} .
\]

Multiplying by 0.001000 and 0.000099 gives 3.68 s\(^{-1}\) for the metal and 0.364 s\(^{-1}\) for the quartz. The total is 4.04 s\(^{-1}\), a lifetime of 0.248 s.

If the disc were replaced by quartz, with the chamber and the gas unchanged, the lifetime would be 2.72 s. The ratio of the two lifetimes is \(0.001099/0.0001\approx11\). One percent of metal shortens the wall-loss lifetime elevenfold.

**May the density be taken as uniform?**

This was your second question, and the answer depends on how easily fresh atoms reach the metal. Two opposite pictures can be worked out.

In the first, atoms fly straight from wall to wall without colliding in the gas. Those that arrive at the disc come from the rest of the wall, which is all quartz and removes hardly any. The supply to the disc is therefore almost undisturbed. What the 91 percent needs is an equal *arriving flux*; the local density just above the metal may be slightly lower, because fewer atoms leave it.

I simulated this case with 2000 atom paths in the cylinder, leaving the wall with the cosine law. No path is ended by a loss; instead, each carries a weight, the chance that the atom has survived so far. Counted without the weights, 0.999 percent of the impacts fell on the disc, close to its share of the area. With the weights, the disc caused 90.9 percent of the loss, and the mean number of impacts per atom was 920, against 910 from the formula. That one-percent difference is sampling scatter: solving the same collisionless problem with exact view factors between wall rings gives 909 impacts and a share of 91.0 percent.

In the second picture, atoms collide often and reach the wall by diffusion. Two corrections then appear.

The first concerns the velocity distribution at the wall. Let \(J\) be the net flux into the wall. In the diffusion approximation, the distribution is an isotropic part plus a small part proportional to the cosine of the angle to the wall normal. The isotropic part sends \(n\bar v/4\) in each direction. The other part contributes equally to \(J\) from the arriving and the departing half, so the arriving flux is \(n\bar v/4+J/2\). A fraction \(\gamma\) of it is lost:

\[
J=\gamma\left(\frac{n\bar v}{4}+\frac J2\right)
\quad\Longrightarrow\quad
J=\frac{\gamma}{1-\gamma/2}\,\frac{n\bar v}{4}\equiv s\,n .
\]

Here \(n\) is the density at the wall. For the metal, \(\gamma\) is replaced by \(0.1/0.95=0.1053\); for quartz the change is negligible. Setting \(n\) uniform in these equations would give a share of 91.4 percent, but a real gas does not reach this limit. Diffusion that fast needs a free path much longer than the disc radius, and the diffusion approximation then fails. The arriving fluxes become equal instead, which gives back 91.0 percent.

The second correction is the depletion above the disc. To estimate it, imagine a hemisphere of the same radius \(a\) over the disc. Let the density be \(n_a\) everywhere on and inside it, and \(n_\infty\) far away, and neglect the small loss on the nearby quartz. With diffusion coefficient \(D\), the same number of atoms per second, \(I\), crosses every larger hemisphere:

\[
I=2\pi r^2D\frac{dn}{dr}
\quad\Longrightarrow\quad
n_\infty-n_a=\frac{I}{2\pi D}\int_a^\infty\frac{dr}{r^2}=\frac{I}{2\pi Da}.
\]

The disc removes \(I=s\,\pi a^2n_a\). Inserting this gives

\[
\frac{n_a}{n_\infty}=\frac{1}{1+sa/(2D)} .
\]

A rough collision diameter of 0.30 nm gives \(D\approx5\times10^4\) cm\(^2\)/s at 5 mTorr. With \(\bar v/4=157.5\) m/s, \(s=0.1053\times157.5\approx16.6\) m/s, or 1660 cm/s. Hence

\[
\frac{sa}{2D}\approx\frac{1660\times3.24}{2\times5\times10^4}\approx0.05 .
\]

The hemisphere estimate thus puts the density at the metal about 5 percent below that far away. This is somewhat too little, because the hemisphere has twice the area of the disc. For a flat disc that takes up atoms evenly over its surface, the known mean depletion replaces \(sa/(2D)\) by \(8sa/(3\pi D)\approx0.09\), which lowers the density by about 8 percent. Together with the 5 percent increase from the first correction, this estimate puts the metal's loss a few percent below the simple formula, and the share stays close to 91 percent. For a small disc in a compact chamber like this one, the condition for good mixing in this picture is \(sa/(2D)\ll1\), which is not the same as requiring \(\gamma_m\) to be small compared with \(\gamma_q\). In a long tube, atoms must also diffuse along the tube fast enough to replace those lost at the metal.

A numerical solution of the diffusion equation in the full cylinder, for the slowest-decaying density profile, gives the metal's share at three pressures:

- 5 mTorr: 90.8 percent
- 50 mTorr: 85.8 percent
- 500 mTorr: about 56 percent

Geometry, temperature and loss probabilities are held fixed, and \(D\) falls as \(1/p\). The two higher-pressure values depend on the rough \(D\): changing it by 20 percent either way gives 84.5 to 86.7 percent at 50 mTorr and 52 to 60 percent at 500 mTorr, while the 5 mTorr value moves by only 0.1 point. At 500 mTorr the estimate above gives \(sa/(2D)\approx5\): the metal is starved of atoms, and its loss is limited by diffusion instead of by its surface. The 91 percent then fails badly, although the area fraction and both loss probabilities are the same as before.

At 5 mTorr the mean free path, taken as \(3D/\bar v\), is 2.4 cm. This is comparable to the disc radius, so neither picture applies strictly. Both give about 91 percent, but they do not bracket the true value. Following atoms through hard-sphere collisions of the same diameter gives about 90.5 percent and about 960 impacts per atom, so the simple formula is good here to about half a percentage point in the share and about 5 percent in the number of impacts.

**Does pumping count as loss?**

The 91 percent is a share of the loss *at the walls*. Suppose the chamber is fed with 10 sccm, that is, 10 cm\(^3\) per minute measured at 760 Torr and 273.15 K. At 5 mTorr and 300 K this gas fills

\[
\frac{10}{60}\times\frac{760}{0.005}\times\frac{300}{273.15}
\approx2.78\times10^4\ \mathrm{cm^3/s},
\]

or 27.8 litres per second. If the pump removes gas of the same composition as in the chamber, and dissociation changes the total particle number little, each radical is pumped away at a rate \(27.8/14.14\approx1.97\) s\(^{-1}\).

This is about half the wall-loss rate. The metal's share of *all* removal is then

\[
\frac{3.68}{4.04+1.97}\approx0.61 .
\]

This value depends on the assumption about the pumped gas. If the gas instead leaves through a small opening without collisions, oxygen atoms escape \(\sqrt2\) times faster than O\(_2\) molecules. Their pumping rate is then about 2.78 s\(^{-1}\), and the metal's share of all removal is about 0.54.

As long as the chamber stays well mixed, the metal's share of the wall loss remains 91 percent, since pumping changes \(n\) in front of both materials by the same factor. An observed decay rate would contain both channels, so it should not be converted into a wall-loss probability without subtracting the pumping.

Loss in the gas is far smaller at this pressure. With a rough rate coefficient of \(6\times10^{-34}\) cm\(^6\)/s, ozone formation removes oxygen atoms at about \(1.6\times10^{-5}\) s\(^{-1}\). The rate grows as the square of the pressure, so at 500 mTorr it would be about 0.16 s\(^{-1}\). That is no longer negligible beside the wall-loss rate of 0.83 s\(^{-1}\) found there from diffusion.

**How far to trust the number for a real chamber**

The pressure and chamber size are in the range of low-pressure plasma processing. The loss probabilities are rough magnitudes for oxygen atoms on quartz and on a metal that recombines them readily; they depend on surface preparation, temperature and previous plasma exposure. The assumption most open to doubt is therefore that each material has one known, constant \(\gamma\).

To see the effect, write \(r=L_m/L_q\), so that \(S=r/(1+r)\). For a small relative change of \(r\),

\[
\delta S=\frac{r}{(1+r)^2}\,\frac{\delta r}{r}=S(1-S)\frac{\delta r}{r}\approx0.08\,\frac{\delta r}{r}.
\]

A 10 percent error in the ratio of the loss probabilities thus moves the share by less than one percentage point. Larger errors need the full formula. With everything else fixed, a quartz probability three times smaller gives a share of 96.8 percent, and one three times larger gives 77.1 percent. If the metal probability is also three times smaller, the share falls to about 53 percent. If instead the metal were passivated so that \(\gamma_m=0.01\), the products would be 0.000100 and 0.000099, and the two materials would share the loss about equally.

For the exercise, the values are given and the answer is 91 percent. For a real chamber with loss probabilities known only to a factor of three, the safer statement is that the small metal part probably dominates the wall loss, provided that the gas can supply it with atoms. The values from the formulas, the 2000-path simulation and the diffusion calculation at the stated \(D\) are listed in the numerical output below.

## Computed values

```
metal: area fraction 0.01, loss probability 0.1
quartz: area fraction 0.99, loss probability 0.0001
metal product f*gamma = 0.001000
quartz product f*gamma = 0.000099
mean loss probability = 0.001099
metal-to-quartz loss ratio = 10.10
metal share of wall loss = 90.99 percent
quartz share of wall loss = 9.01 percent
mean impacts before loss, formula = 910
metal area fraction for equal shares = 0.0999 percent
chamber radius = 15.0 cm, height = 20.0 cm
inner area = 3299 cm2, volume = 14.14 litre
metal area = 33.0 cm2, disc radius = 3.24 cm
gas temperature = 300 K, pressure = 5.0 mTorr
mean speed of O atoms = 630.1 m/s
one-way flux / density, by quadrature = 157.52 m/s
loss rate on metal = 3.676 1/s
loss rate on quartz = 0.364 1/s
total wall-loss rate = 4.039 1/s
wall-loss lifetime = 0.248 s
lifetime with all-quartz wall = 2.721 s
lifetime ratio, all-quartz to mixed wall = 10.99
Monte Carlo: impacts on metal = 0.999 percent
Monte Carlo: metal share of loss = 90.89 percent
Monte Carlo: mean impacts before loss = 920
Monte Carlo: mean flight length = 17.15 cm
formula 4V/A for flight length = 17.14 cm
Monte Carlo: lifetime = 0.250 s
rough collision diameter = 0.30 nm
diffusion coefficient = 4.99e+04 cm2/s
mean free path 3D/v = 2.38 cm
diffusion, 5 mTorr: metal share = 90.8 percent, rate = 3.959 1/s
diffusion, 50 mTorr: metal share = 85.8 percent, rate = 2.566 1/s
diffusion, 500 mTorr: metal share = 56.1 percent, rate = 0.828 1/s
fast-diffusion limit: metal share = 91.40 percent
feed flow = 10 sccm, pumping rate = 1.968 1/s
rough ozone rate coefficient = 6.0e-34 cm6/s
ozone-formation loss rate = 1.6e-05 1/s
metal share of all removal = 61.2 percent
quartz probability 3.33e-05: metal share = 96.8 percent
quartz probability 3.00e-04: metal share = 77.1 percent
```
